# Fröhlich polaron at the band bottom: Dyson-Migdal against the cumulant

## Problem

One electron moves in an otherwise empty parabolic band of mass \(m\), with its bottom at zero energy. It couples to one dispersionless longitudinal optical mode of energy \(\omega_0\), at zero temperature. In atomic units,

\[
H=\frac{p^2}{2m}+\omega_0\sum_q a_q^\dagger a_q+\sum_q g_q\left(a_q e^{iq\cdot r}+a_q^\dagger e^{-iq\cdot r}\right),\qquad g_q^2=\frac{2\pi\omega_0\kappa}{Vq^2},
\]

where \(V\) is the crystal volume, \(\kappa=1/\varepsilon_\infty-1/\varepsilon_0\), and \(\alpha=\kappa\sqrt{m/2\omega_0}\).

"Dyson-Migdal" means the Dyson equation with the one-phonon self-energy built on the bare propagator. "Cumulant" means the second-order cumulant with the same ingredients. At \(k=0\):

1. Find the self-energy.
2. Find the Dyson-Migdal energy, its weight, and the position of the satellite.
3. Find the same quantities from the cumulant.
4. Decide which energy and which satellite threshold are nearer the truth for this Hamiltonian.
5. Evaluate both for \(\omega_0=0.1\) eV, \(m=0.5\), \(\varepsilon_\infty=4\), \(\varepsilon_0=10\). These are round model parameters, not a material.

## Hints

- The factor \(q^2\) in the volume element cancels the \(1/q^2\) of the coupling.
- Before squaring the pole equation, note the sign of each side.
- For the cumulant, work in imaginary time and look at long times.
- At fixed total momentum, the phonon numbers determine the electron's momentum. Try a coherent phonon state.
- For the threshold, add one phonon to a polaron of momentum \(-q\).

## Solution

### 1. Coupling and self-energy

The coupling can be checked on a static charge with Fourier components \(\rho_q\). Completing the square for each oscillator lowers the energy by

\[
\sum_q\frac{g_q^2|\rho_q|^2}{\omega_0}=\int\!\frac{d^3q}{(2\pi)^3}\,\frac{2\pi\kappa}{q^2}|\rho_q|^2 .
\]

The classical energy is \(\frac12\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{\varepsilon q^2}|\rho_q|^2\). It falls by the same amount when \(\varepsilon\) goes from \(\varepsilon_\infty\) to \(\varepsilon_0\), so the coupling is right.

Emission of a phonon \(q\) leaves the electron with momentum \(-q\), at total energy \(\Omega_q=\omega_0+q^2/2m\). Hence

\[
\Sigma(\omega)=\sum_q\frac{g_q^2}{\omega+i0^+-\Omega_q}.
\]

Replace \(\sum_q\) by \(\frac{V}{2\pi^2}\int_0^\infty q^2dq\). For \(\omega<\omega_0\), set \(b=\omega_0-\omega\) and \(q=\sqrt{2mb}\,u\):

\[
\Sigma=-\frac{\omega_0\kappa}{\pi}\int_0^\infty\frac{dq}{b+q^2/2m}
=-\frac{\omega_0\kappa}{\pi}\sqrt{\frac{2m}{b}}\int_0^\infty\frac{du}{1+u^2}
=-\frac{\omega_0\kappa}{2}\sqrt{\frac{2m}{b}} .
\]

Since \(\kappa\sqrt{2m}/2=\kappa\sqrt{m/2}=\alpha\sqrt{\omega_0}\),

\[
\Sigma(\omega)=-\frac{\alpha\,\omega_0^{3/2}}{\sqrt{\omega_0-\omega}} .
\]

Above \(\omega_0\), the \(+i0^+\) gives \(\sqrt{\omega_0-\omega-i0^+}=-i\sqrt{\omega-\omega_0}\). There \(\Sigma=-i\alpha\omega_0^{3/2}/\sqrt{\omega-\omega_0}\) is purely imaginary.

### 2. Dyson-Migdal

**Energy.** With \(x=\omega/\omega_0\), the pole equation \(\omega=\Sigma(\omega)\) is \(x=-\alpha/\sqrt{1-x}\). The right side is negative, so \(x=-e\) with \(e>0\):

\[
e\sqrt{1+e}=\alpha,\qquad E_D=-e\,\omega_0 .
\]

The left side grows steadily with \(e\), so there is one solution. Squaring gives the cubic \(x^2(1-x)=\alpha^2\), whose two other roots are false: they are positive, the wrong sign, for \(\alpha^2\le4/27\) (the maximum of \(x^2(1-x)\) on \(0<x<1\), at \(x=2/3\)), and complex for larger \(\alpha\). At small \(\alpha\), \(e=\alpha(1+e)^{-1/2}=\alpha-\alpha^2/2+O(\alpha^3)\).

**Weight.** Differentiation gives \(\Sigma'(\omega)=-\frac{\alpha}{2}(1-x)^{-3/2}\). At the pole, inserting \(\alpha=e\sqrt{1+e}\),

\[
\frac1{Z_D}=1-\Sigma'=1+\frac{e}{2(1+e)}=\frac{2+3e}{2(1+e)},\qquad Z_D=\frac{2(1+e)}{2+3e}.
\]

**Satellite.** For \(x=1+s\), \(s>0\), the spectral function \(A=-\operatorname{Im}G/\pi\) is

\[
\omega_0A=-\frac1\pi\operatorname{Im}\frac{1}{x+i\alpha/\sqrt s}
=\frac1\pi\,\frac{\alpha/\sqrt s}{x^2+\alpha^2/s}
=\frac{\alpha}{\pi}\,\frac{\sqrt s}{s(1+s)^2+\alpha^2}.
\]

It starts from zero at \(\omega_0\). At its maximum, \(s=y\), the logarithmic derivative vanishes:

\[
\frac1{2y}=\frac{(1+y)(1+3y)}{y(1+y)^2+\alpha^2}
\;\Rightarrow\;
\alpha^2=y(1+y)\left[2(1+3y)-(1+y)\right]=y(1+y)(1+5y).
\]

The last expression grows steadily with \(y\), so there is one peak, at \((1+y)\omega_0\). Measured from the quasiparticle, the threshold is at \((1+e)\omega_0\) and the peak at \((1+e+y)\omega_0\). Since \(y=\alpha^2+O(\alpha^4)\), the latter is \((1+\alpha+\alpha^2/2)\omega_0\) to second order.

**Why the gap is too wide.** Restrict \(H\) at total momentum zero to states with no phonon (amplitude \(c_0\)) or one phonon (amplitudes \(c_q\)). The eigenvalue equations are

\[
Ec_0=\sum_qg_qc_q,\qquad (E-\Omega_q)c_q=g_qc_0 .
\]

Eliminating \(c_q\) gives \(E=\sum_qg_q^2/(E-\Omega_q)\), which is the Dyson-Migdal pole equation. In this restricted space, an electron that has emitted a phonon cannot emit another. It is left bare, and the continuum starts one phonon above the *bare* band bottom, while the quasiparticle has moved down.

### 3. Cumulant

Let \(|0\rangle\) be the electron at \(k=0\) without phonons. To second order in \(g\),

\[
\langle0|e^{-H\tau}|0\rangle=1+C(\tau)+\dots,
\]

\[
C(\tau)=\sum_qg_q^2\int_0^\tau(\tau-s)e^{-\Omega_qs}ds
=\sum_qg_q^2\left[\frac{\tau}{\Omega_q}-\frac{1-e^{-\Omega_q\tau}}{\Omega_q^2}\right].
\]

Here \(s\) is the time between emission and absorption, and \(\tau-s\) counts the possible emission times. The cumulant approximation replaces \(1+C\) by \(e^C\). The two sums follow from the self-energy:

\[
\sum_q\frac{g_q^2}{\Omega_q}=-\Sigma(0)=\alpha\omega_0,\qquad
\sum_q\frac{g_q^2}{\Omega_q^2}=-\Sigma'(0)=\frac\alpha2 .
\]

Therefore

\[
e^{C(\tau)}=e^{-\alpha/2}\,e^{\alpha\omega_0\tau}\exp\left(\sum_q\frac{g_q^2}{\Omega_q^2}e^{-\Omega_q\tau}\right).
\]

A level of energy \(E\) and weight \(Z\) contributes \(Ze^{-E\tau}\). At long times the last factor tends to 1, so

\[
E_C=-\alpha\omega_0,\qquad Z_C=e^{-\alpha/2}.
\]

Expanding the last factor gives the satellites. Its \(n\)th term has total weight \(e^{-\alpha/2}(\alpha/2)^n/n!\), a Poisson law. Let \(u\) be the energy above the quasiparticle in units of \(\omega_0\). Because \(\sum_qg_q^2\delta(\omega-\Omega_q)=-\operatorname{Im}\Sigma/\pi\), the one-phonon density is

\[
e^{-\alpha/2}\,\frac{\alpha}{\pi u^2\sqrt{u-1}},\qquad u>1 .
\]

It diverges, integrably, at \(u=1\): the first satellite lies \(\omega_0\) above the quasiparticle for any \(\alpha\).

The second satellite is not another divergence. It is \(e^{-\alpha/2}\) times half the convolution of \(\alpha/(\pi u^2\sqrt{u-1})\), the one-phonon density without its prefactor, with itself. Just above \(u=2\), at \(u=2+\delta\), the two square roots give

\[
\frac12\left(\frac\alpha\pi\right)^2\int_0^\delta\frac{dv}{\sqrt{v(\delta-v)}}=\frac{\alpha^2}{2\pi},
\]

which is a step of height \(e^{-\alpha/2}\alpha^2/2\pi\).

### 4. Which is nearer the truth?

**Energy.** At total momentum zero the electron has momentum \(-\sum_qq\,n_q\), with \(n_q=a_q^\dagger a_q\). States are then labelled by phonon numbers alone, and

\[
H_0=\frac{1}{2m}\Big(\sum_qq\,n_q\Big)^2+\omega_0\sum_qn_q+\sum_qg_q(a_q+a_q^\dagger).
\]

Take a coherent state with real amplitudes \(f_q=f_{-q}\). Its phonon numbers are independent Poisson variables with mean and variance \(f_q^2\). The mean of \(\sum_q q\,n_q\) vanishes by symmetry, and its variance is \(\sum_qq^2f_q^2\). So

\[
\langle H_0\rangle=\sum_q\left(\Omega_qf_q^2+2g_qf_q\right).
\]

The minimum is at \(f_q=-g_q/\Omega_q\), where \(\langle H_0\rangle=-\sum_qg_q^2/\Omega_q=-\alpha\omega_0\). The zero-phonon weight of this state is \(\exp(-\sum_qf_q^2)=e^{-\alpha/2}\). Both cumulant results are thus properties of a variational state.

The exact energy is at or below \(-\alpha\omega_0\). Since \(\sqrt{1+e}>1\), we have \(e<\alpha\), and the Dyson-Migdal energy lies above this bound for every \(\alpha>0\). The cumulant energy is therefore the nearer one. No such conclusion follows for the weight, because a better energy does not bound \(Z\).

**Satellite threshold.** Let \(\psi\) be the normalized lowest state of total momentum \(-q\), with energy \(E(-q)\). From \([H,a_q^\dagger]=\omega_0a_q^\dagger+g_qe^{iq\cdot r}\),

\[
Ha_q^\dagger\psi=\left[E(-q)+\omega_0\right]a_q^\dagger\psi+g_qe^{iq\cdot r}\psi .
\]

The last term has norm \(g_q\propto V^{-1/2}\), while \(a_q^\dagger\psi\) has norm at least 1. For \(V\to\infty\) at fixed \(q\), the bracket therefore belongs to the spectrum at total momentum zero. Letting \(q\to0\) afterwards, with \(E(k)\) continuous, the spectrum reaches \(E(0)+\omega_0\). The cumulant has this spacing. Dyson-Migdal leaves a gap of \((1+e)\omega_0\), which is too wide. The argument shows that the true gap is at most \(\omega_0\), so the cumulant spacing is the nearer one in any case. It does not exclude levels below \(E(0)+\omega_0\), and it does not fix the line shape.

### 5. Numbers

With \(\omega_0=0.003675\) hartree and \(\kappa=0.25-0.10=0.15\),

\[
\alpha=0.15\sqrt{\frac{0.5}{2\times0.003675}}=1.237 .
\]

The pole equation gives \(e=0.898\), since \(0.898\sqrt{1.898}=1.237\). The weight is \(Z_D=2(1.898)/(2+2.694)=0.809\). The peak condition gives \(y=0.381\).

| Quantity | Dyson-Migdal | Cumulant |
|---|---|---|
| Energy (eV) | −0.0898 | −0.1237 |
| Weight | 0.809 | 0.539 |
| Threshold above quasiparticle (eV) | 0.190 | 0.100 |
| Peak above quasiparticle (eV) | 0.228 | 0.100 |

The cumulant energy is \(-0.00455\) hartree. Dyson-Migdal misses at least 0.0339 eV of binding and puts its satellite peak at more than twice the phonon energy from the quasiparticle. In the cumulant, one-phonon states carry weight \(0.5387\times0.6186=0.333\), and two-phonon states 0.103.

At \(\alpha=0.1\) the energies are \(-0.0955\,\omega_0\) and \(-0.1000\,\omega_0\). They agree to first order in \(\alpha\) and differ by \(0.0045\,\omega_0\), close to the leading term \(\alpha^2\omega_0/2=0.005\,\omega_0\).

The length \(1/\sqrt{2m\omega_0}\) is 8.7 Å here. In the integral of step 1 at \(\omega=0\), \(u\) is \(q\) times this length. Since \(\int_0^1du/(1+u^2)=\pi/4\) is half of the full integral, half of \(\alpha\omega_0\) comes from wave vectors below the inverse length, \(0.115\) Å\(^{-1}\). The other half converges slowly: the share from beyond a cutoff \(u_c\) is \(1-\frac2\pi\arctan u_c\), which is 14% for a cutoff at \(0.5\) Å\(^{-1}\) and 7% at \(1\) Å\(^{-1}\), where \(E_C\) would be \(-0.115\) eV instead of \(-0.124\) eV. The energies in the table therefore assume that the parabolic band and the long-range coupling hold far beyond the inverse length, which a real crystal with a finite Brillouin zone satisfies only approximately.

The ordering can also be seen in a small model that can be diagonalized numerically: two modes of opposite momentum \(\pm q\), each with \(g^2=0.4\,\omega_0^2\) and recoil energy \(q^2/2m=\omega_0\), so that \(\Omega_q=2\omega_0\). In units of \(\omega_0\), its exact energy is \(-0.427\), the coherent state gives \(-0.400\), and the one-phonon restriction \(-0.342\). The order is as derived, and the gap below \(-0.400\) shows that the coherent-state value is a bound, not the exact energy.

## Variation A: no recoil

*Replace every \(\Omega_q\) by \(\omega_0\), with \(S=\sum_qg_q^2/\omega_0^2\) kept finite by a cutoff at large \(q\). Compare again.*

The Dyson-Migdal equation becomes \(x=S/(x-1)\), or \(x^2-x-S=0\), with roots

\[
x_\pm=\frac{1\pm\sqrt{1+4S}}2 .
\]

There is a single satellite, at distance \(\sqrt{1+4S}\,\omega_0\) from the quasiparticle.

Without recoil the modes are independent displaced oscillators. The exact levels are \((-S+n)\omega_0\), with Poisson weights \(e^{-S}S^n/n!\), so

\[
\langle0|e^{-H\tau}|0\rangle=\sum_n\frac{e^{-S}S^n}{n!}e^{(S-n)\omega_0\tau}
=\exp\left[S\left(e^{-\omega_0\tau}-1+\omega_0\tau\right)\right].
\]

This is \(e^{C(\tau)}\) with \(\Omega_q=\omega_0\). The second-order cumulant is exact here; in the Fröhlich problem it keeps the recoil of each single phonon through \(\Omega_q\), and its error comes from the terms \(q\cdot q'/m\) in \(\left(\sum_qq\,n_q\right)^2/2m\) that couple pairs of phonons. At order \(\alpha^2\) these terms lower the energy by \(0.0159\,\alpha^2\omega_0\).

## Variation B: strong coupling

*Show that \(-\alpha\omega_0\) cannot remain a good energy at large \(\alpha\).*

Localize the electron with density proportional to \(e^{-r^2/2\sigma^2}\), and let the phonons relax around this static charge. The kinetic energy is \(3/(8m\sigma^2)\). With \(\rho_q=e^{-q^2\sigma^2/2}\), the relaxation energy of step 1 is

\[
\frac{\kappa}{\pi}\int_0^\infty e^{-q^2\sigma^2}dq=\frac{\kappa}{2\sqrt\pi\,\sigma}.
\]

The minimum of \(a/\sigma^2-b/\sigma\) is \(-b^2/4a\). With \(a=3/8m\), \(b=\kappa/2\sqrt\pi\) and \(\kappa^2=2\alpha^2\omega_0/m\),

\[
E=-\frac{\kappa^2}{4\pi}\,\frac{2m}{3}=-\frac{m\kappa^2}{6\pi}=-\frac{\alpha^2}{3\pi}\,\omega_0 .
\]

This is an upper bound to the lowest energy over all total momenta, which is taken here to occur at \(k=0\). It falls below \(-\alpha\omega_0\) once \(\alpha>3\pi\approx9.4\). Beyond that coupling even this simple localized state binds more strongly than the cumulant, whose energy stays linear in \(\alpha\) while the true binding grows at least as \(\alpha^2\). The value \(3\pi\) marks only where this trial state wins, not where \(-\alpha\omega_0\) begins to fail: Feynman's variational bound is \(-5.44\,\omega_0\) at \(\alpha=5\), so the cumulant misses at least 8% of the binding there.

## Computed results

```
INPUT
phonon energy omega0 = 0.100 eV
band mass = 0.50 electron masses
eps_inf = 4.0, eps_0 = 10.0, kappa = 0.1500
phonon energy = 0.003675 hartree
alpha = 1.2372
polaron length = 8.729 angstrom
DYSON-MIGDAL (energies from the bare band bottom)
e = 0.8980, y = 0.3813 (units of omega0)
quasiparticle energy = -0.08980 eV
quasiparticle weight = 0.8087
continuum weight = 0.1913
continuum threshold = 0.10000 eV
continuum peak = 0.13813 eV
threshold minus quasiparticle = 0.18980 eV
peak minus quasiparticle = 0.22793 eV
CUMULANT (energies from the bare band bottom)
quasiparticle energy = -0.12372 eV
same energy = -0.004547 hartree
quasiparticle weight = 0.5387
first satellite = -0.02372 eV
satellite minus quasiparticle = 0.10000 eV
mean phonon number alpha/2 = 0.6186
one-phonon weight = 0.3332
two-phonon weight = 0.1031
weight of three or more = 0.0250
two-phonon step height = 1.3123 1/eV
Dyson energy above cumulant = 0.03392 eV
TABLE, energies in omega0; D = Dyson-Migdal, C = cumulant
alpha   E_D      E_C      Z_D     Z_C     D gap   D peak-QP
0.1   -0.0955  -0.1000  0.9582  0.9512  1.0955  1.1050
0.5   -0.4196  -0.5000  0.8712  0.7788  1.4196  1.5523
1.0   -0.7549  -1.0000  0.8230  0.6065  1.7549  2.0590
3.0   -1.7946  -3.0000  0.7570  0.2231  2.7946  3.6774
TWO-MODE CHECK, g^2 = 0.4, recoil energy = omega0 (units of omega0)
exact = -0.42724, coherent = -0.40000, one-phonon = -0.34164
```
